# Adding inverse lengths for diffuse metal films: a referee's correction

**The argument under review**

The author considers a metal film of thickness $d$ that carries current in its plane. Both faces scatter electrons diffusely: an electron that leaves a face has forgotten its drift. The bulk mean free path is $\lambda$ and the bulk resistivity is $\rho_0$. The author reasons that the faces impose a second mean free path, equal to $d$, and that scattering rates add:

$$
\frac{1}{\lambda_{\rm eff}}=\frac1\lambda+\frac1d .
$$

Since resistivity is inversely proportional to mean free path at fixed electron density and Fermi momentum, this gives

$$
\frac{\rho}{\rho_0}=\frac{\lambda}{\lambda_{\rm eff}}=1+\frac{\lambda}{d}.
$$

The form is sensible. In a thick film the surface contribution should be proportional to $\lambda/d$, because each face disturbs a layer about one mean free path deep. The argument does not, however, establish that the coefficient of $\lambda/d$ is one. It assumes that every electron meets a wall once per path length $d$, whatever its direction. What does the kinetic equation give instead?

**The kinetic equation for the film**

I take a spherical Fermi surface, a single relaxation time $\tau$, semiclassical electrons of speed $v$, and no grain boundaries. Then $\lambda=v\tau$. The faces lie at $z=0$ and $z=d$, and the uniform electric field $E$ points along $x$.

Let $f_0(\varepsilon)$ be the equilibrium distribution, $f_1$ the deviation linear in the field, $q$ the carrier charge and $m$ the mass. The steady-state Boltzmann equation is

$$
v_z\frac{\partial f_1}{\partial z}+\frac{qE}{m}\frac{\partial f_0}{\partial v_x}=-\frac{f_1}{\tau}.
$$

Because $\varepsilon=mv^2/2$, we have $\partial f_0/\partial v_x=mv_x\,\partial f_0/\partial\varepsilon$. Far from any face the $z$ derivative vanishes, and the bulk deviation is

$$
f_b=-qE\tau v_x\frac{\partial f_0}{\partial\varepsilon}.
$$

Write $f_1=f_b\,g$, where $g=1$ means that the electrons have their full bulk drift. The field term equals $-f_b/\tau$, so division by $f_b/\tau$ gives

$$
v_z\tau\frac{\partial g}{\partial z}=1-g .
$$

Let $u=|v_z|/v$ be the absolute cosine of the angle to the film normal. Electrons leaving the face $z=0$ have $v_z\tau=\lambda u$. A diffuse face emits them with no preference between $+x$ and $-x$, so $g(0)=0$. The number arriving is unaffected by the field, since $f_1$ is odd in $v_x$, and no shift of the emitted equilibrium distribution is needed. The solution for these electrons, and its mirror image for those leaving $z=d$, are

$$
g_+=1-e^{-z/(\lambda u)},\qquad
g_-=1-e^{-(d-z)/(\lambda u)} .
$$

The current contains one factor $v_x$ from the velocity and another from $f_b$. Averaged over the azimuth, $v_x^2$ becomes $v^2(1-u^2)/2$. Since $\int_0^1(1-u^2)\,du=2/3$, the normalized current weight is

$$
w(u)=\tfrac32(1-u^2),\qquad 0<u<1 .
$$

The two directions of travel share this weight equally. The local conductivity, relative to its bulk value $\sigma_0$, is therefore

$$
\frac{\sigma(z)}{\sigma_0}
=\frac12\int_0^1 w\,(g_++g_-)\,du
=1-\frac34\int_0^1(1-u^2)
\left[e^{-z/(\lambda u)}+e^{-(d-z)/(\lambda u)}\right]du .
$$

At one face of a thick film the first exponential is one and the second is negligible. The conductivity there is $1-\frac34\cdot\frac23=\frac12$ of the bulk value: arriving electrons carry their full share and departing electrons carry none.

The total loss caused by one face follows from $\int_0^\infty e^{-z/(\lambda u)}dz=\lambda u$:

$$
\frac34\lambda\int_0^1(u-u^3)\,du
=\frac34\lambda\left(\frac12-\frac14\right)
=\frac{3}{16}\lambda .
$$

Each face thus removes as much conductance as a completely dead layer of thickness $3\lambda/16$. A finite-difference solution of the kinetic equation at $d=20\lambda$ gives a face conductivity of 0.5000 and a deficit of $0.1875\lambda$, in agreement with these two results.

**The leading increase and the overestimate**

Layers of the film conduct in parallel, so the film conductivity is the average of $\sigma(z)$ over thickness. Put $k=d/\lambda$. Each exponential integrates to $\lambda u(1-e^{-k/u})$ between the faces, and the two contributions are equal. Hence

$$
\frac{\sigma}{\sigma_0}
=1-\frac{3}{2k}\int_0^1(u-u^3)\left(1-e^{-k/u}\right)du .
$$

Separate the integral into its two parts. The part without the exponential is $1/4$, which gives

$$
\frac{\sigma}{\sigma_0}=1-\frac{3}{8k}+\epsilon,\qquad
\epsilon=\frac{3}{2k}\int_0^1(u-u^3)e^{-k/u}\,du .
$$

Since $e^{-k/u}\le e^{-k}$ on this interval, $0<\epsilon\le 3e^{-k}/(8k)$. There are thus no further inverse powers of $k$ in the conductivity, though there are in the resistivity. Dropping $\epsilon$ and inverting,

$$
\frac{\rho}{\rho_0}-1
\simeq\frac{1}{1-3/(8k)}-1
=\frac{3/(8k)}{1-3/(8k)}
=\frac38\frac{\lambda}{d}+O\!\left(\frac{\lambda^2}{d^2}\right).
$$

The author's increase is $1/k$. Its ratio to the kinetic increase is

$$
\frac{1/k}{\rho/\rho_0-1}
\simeq\frac{8}{3}\left(1-\frac{3}{8k}\right)
=\frac83-\frac{\lambda}{d},
$$

apart from exponentially small terms. In the thick-film limit, adding inverse lengths overestimates the increase by a factor of $8/3$. The factor applies to the increase, not to the total resistivity, for which both expressions tend to $\rho_0$.

**Where the factor is lost**

An electron with cosine $u$ travels a path $d/u$ between opposite faces, so its wall-collision rate per unit path is $u/d$, not $1/d$. For an isotropic population the mean rate is

$$
\frac1d\int_0^1u\,du=\frac{1}{2d}.
$$

This accounts for a factor of 2. Replacing $1/d$ by $1/(2d)$ would still be insufficient, because electrons do not contribute equally to the current. Those moving nearly parallel to the faces carry more of it and meet the faces less often. With the current weight,

$$
\frac1d\int_0^1w(u)\,u\,du
=\frac{3}{2d}\left(\frac12-\frac14\right)
=\frac{3}{8d},
$$

which is smaller by another factor of $4/3$. Thus $8/3=2\times4/3$.

The second average is the relevant one because, in a thick film, electrons of cosine $u$ lose a fraction $\lambda u/d$ of their bulk contribution. This is $\lambda$ times their wall rate, and the conductivity adds these losses with weight $w$. A simulation of random flights with diffuse wall emission at $d=\lambda$ gives 0.5001 wall hits per path $d$, and 0.3753 with the current weight. The same simulation gives $\rho/\rho_0=1.462$ from diffusion along the film, with a statistical error of about 0.3%. The film integral gives 1.462, which agrees within that error.

The author's formula can be repaired to leading order by writing

$$
\frac{1}{\lambda_{\rm eff}}=\frac1\lambda+\frac{3}{8d}.
$$

It should not be read as a general addition law. Even adding rates separately for each direction fails at the next order. That procedure gives

$$
\int_0^1\frac{w\,du}{1+u/k}
=1-\frac{3}{8k}+\frac{1}{5k^2}+\cdots,
$$

because $\int_0^1wu^2du=\frac32(\frac13-\frac15)=\frac15$. The film integral has no $1/k^2$ term. A wall collision occurs at a definite place, not at random along the path, and a constant rate does not represent this.

**A copper-like film**

Take $\lambda=40$ nm, $\rho_0=1.70$ µΩ cm and $d=200$ nm. The first two are rough values for bulk copper near room temperature; the thickness is chosen for illustration. Here $k=200/40=5$.

The author's rule gives an increase of $40/200=20\%$ and a resistivity of $1.70\times1.20=2.04$ µΩ cm. The leading kinetic law gives $0.375\times0.20=7.5\%$, or $1.70\times1.075=1.83$ µΩ cm. The full film integral gives 8.1%, or 1.84 µΩ cm. The leading law is therefore low by about 7% of the increase, while the author's rule is high by a factor of 2.47. The formula $8/3-\lambda/d$ also gives 2.47.

The error matters when a mean free path is inferred from resistivity. If the 8.1% increase were interpreted through the author's rule, the result would be $200\times0.081\approx16$ nm instead of 40 nm.

At fixed $\lambda=40$ nm, the increases for other thicknesses are:

| $d$ (nm) | Author (%) | Film integral (%) | Ratio |
|---:|---:|---:|---:|
| 2000 | 2.0 | 0.76 | 2.65 |
| 400 | 10 | 3.9 | 2.57 |
| 100 | 40 | 17 | 2.31 |
| 40 | 100 | 46 | 2.16 |
| 10 | 400 | 172 | 2.32 |

The ratio approaches $8/3$ for thick films, but it is not monotonic. Its minimum is 2.16, at $d=0.79\lambda$, or about 32 nm here.

**Very thin films**

The rise on the thin side can be derived. Since $\frac32\int_0^1(1-u^2)du=1$, the film integral can be rewritten as

$$
\frac{\sigma}{\sigma_0}
=\frac32\int_0^1(1-u^2)
\left[1-\frac{u}{k}\left(1-e^{-k/u}\right)\right]du .
$$

For $k\ll u$, expand $e^{-k/u}=1-k/u+k^2/(2u^2)-\cdots$. The bracket becomes $k/(2u)$ to leading order. The region $u\lesssim k$ contributes an amount of order $k$, because its width is of order $k$ and the bracket lies between zero and one. The logarithmic part therefore comes from $k\lesssim u<1$:

$$
\frac{\sigma}{\sigma_0}
=\frac{3k}{4}\ln\frac1k+O(k),
\qquad
\frac{\rho}{\rho_0}
\simeq\frac{4}{3k\ln(1/k)} .
$$

Dividing the author's increase $1/k$ by this gives a ratio that grows as $\frac34\ln(1/k)$. Grazing electrons, which travel far between wall collisions, keep the resistivity below the author's estimate. At $d=0.01\lambda$ the semiclassical ratio is 3.9. For the present $\lambda$ that thickness would be 0.4 nm, where a semiclassical film model has no physical standing; the number illustrates the mathematical limit.

**Partly specular faces**

Suppose that each face reflects a fraction $p$ of electrons specularly, independently of angle. The boundary condition becomes $g_+(0)=p\,g_-(0)$, and mirror symmetry gives $g_-(0)=g_+(d)$. Let $g_0=g_+(0)$ and $D=e^{-k/u}$. The kinetic equation gives $g_+(d)=1-(1-g_0)D$, so

$$
g_0=p\left[1-(1-g_0)D\right]
\quad\Longrightarrow\quad
g_0=\frac{p(1-D)}{1-pD},
\qquad
1-g_0=\frac{1-p}{1-pD}.
$$

The last quantity multiplies the departing electrons' loss, and hence the integrand of the film integral. For a thick film $D$ is negligible, so the leading increase is $\frac38(1-p)\lambda/d$. With $p=0.5$ the full result for the 200 nm film is 3.9%, about half the diffuse value. In the thick-film limit, the author's rule applied to such faces would overestimate the increase by a factor of $8/[3(1-p)]$.

**What a real film changes**

The most direct omission is grain-boundary scattering. In the Mayadas–Shatzkes model its strength is $\alpha=(\lambda/D_g)R/(1-R)$, where $D_g$ is the grain size and $R$ the reflection coefficient. The illustrative choices $D_g=200$ nm and $R=0.25$ give $\alpha=0.2\times0.25/0.75=0.067$ and an increase of 9.8% from grain boundaries alone. This exceeds the 8.1% from diffuse faces. A measured increase therefore cannot be assigned to surfaces without separate information about the grains. If 1 nm at each face does not conduct but is counted in the thickness, the thickness error alone raises the apparent resistivity by a further 1.0%; the slightly stronger surface scattering in the thinner conducting core brings the rise to about 1.1%. A free-electron estimate gives roughly 900 occupied subbands; their inverse, about 0.1%, indicates the scale of thickness quantization but is not a calculated correction. A narrow interconnect line also has sidewalls, which this film model omits.

Temperature changes the percentage more than the added resistivity. Take a rough coefficient of 0.004 per K and a warming of 80 K, to 100 °C, with $\rho_0\lambda$ held fixed. Then $\rho_0$ rises to 2.24 µΩ cm and $\lambda$ falls to 30.3 nm. The surface increase falls from 8.1% to 6.0%, but the added resistivity changes little, from 0.138 to 0.135 µΩ cm. To leading order it is $\frac38\rho_0\lambda/d$, which depends on the fixed product. The chosen inputs give $\rho_0\lambda=6.8\times10^{-16}$ Ω m², close to the free-electron value of $6.6\times10^{-16}$ Ω m² at a density of $8.5\times10^{28}$ m$^{-3}$.

The spherical Fermi surface is a more serious condition on the factor $8/3$. For a general band with constant $\tau$, an electron leaves a diffuse face without drift and regains it over a depth of about $|v_n|\tau$, where $v_n$ is its velocity along the film normal. The argument used above then gives a leading increase $C\lambda/d$, with

$$
C=\frac{\langle v_x^2|v_n|\rangle}
{\langle v_x^2\rangle\langle|{\bf v}|\rangle},
\qquad \lambda=\tau\langle|{\bf v}|\rangle .
$$

The averages run over the Fermi surface, weighted by density of states. I assume a film normal of threefold or fourfold symmetry, so that the in-plane field drives no current across the film. A sphere gives $C=3/8$.

A half-filled nearest-neighbour fcc band gives $C=0.22$ for a [001] normal and about $0.54$ for [111]. At the same $\lambda/d=0.2$, the leading increases would be about 4% and 11%, instead of 7.5%. The author's overestimate would be $1/C$, about 4.5 and 1.8 respectively. The contrast has the direction expected if velocities cluster near the cube axes. In the extreme case of equal speeds along those axes, $C$ would be zero for [001] and $1/\sqrt3$ for [111]. That this clustering explains the computed values is a conjecture. The band is a model with strong anisotropy, not a calculation of copper, and its coefficients should not be used as corrections for copper.

**Requested revision**

The author should replace the surface term $1/d$ by $3/(8d)$ and state the conditions: a thick film, two diffuse faces, a spherical Fermi surface, one relaxation time and negligible grain-boundary scattering. When $d$ is comparable with $\lambda$, the film integral should be used. The original rule may remain as an order-of-magnitude estimate, but not as a means of extracting $\lambda$. The numerical output below gives the remaining thicknesses and the inputs for the estimates.

## Computed results

```
KINETIC CHECKS
face conductivity / bulk, d=20 lambda: 0.5000
deficit per face: 0.1875 lambda
simulated rho/rho0 at d=lambda: 1.462
film integral rho/rho0 at d=lambda: 1.462
simulated wall hits per path d: 0.5001
same, current-weighted: 0.3753
limiting overestimate 8/3: 2.6667
smallest overestimate: 2.156 at d/lambda=0.790
overestimate at d/lambda=0.01: 3.924
EXAMPLE (rough copper-like inputs)
lambda: 40 nm; d: 200 nm; d/lambda: 5.0
bulk resistivity: 1.70 microohm cm
inverse-length: increase 20.00 %, rho 2.040 microohm cm
leading law: increase 7.50 %, rho 1.827 microohm cm
film integral: increase 8.10 %, rho 1.838 microohm cm
overestimate against film integral: 2.469
8/3 - lambda/d: 2.467
lambda wrongly fitted by inverse lengths: 16.2 nm
d (nm) | inverse-length % | leading % | integral % | ratio
 2000 | 2.00 | 0.75 | 0.76 | 2.647
  400 | 10.00 | 3.75 | 3.90 | 2.567
  200 | 20.00 | 7.50 | 8.10 | 2.469
  100 | 40.00 | 15.00 | 17.28 | 2.314
   40 | 100.00 | 37.50 | 46.23 | 2.163
   20 | 200.00 | 75.00 | 91.61 | 2.183
   10 | 400.00 | 150.00 | 172.40 | 2.320
NEGLECTED EFFECTS, d = 200 nm
increase with p=0.5: 3.89 %
grain size 200 nm, reflection 0.25: alpha 0.0667
grain-boundary increase alone: 9.79 %
temperature coefficient: 0.004 per K, warming 80 K
100 C: bulk rho 2.244 microohm cm, lambda 30.3 nm
surface increase at 100 C: 6.02 %
added rho, 20 C: 0.1377 microohm cm
added rho, 100 C: 0.1352 microohm cm
dead layer 1 nm per face: +1.01 %
electron density: 8.50e+28 m^-3
occupied subbands: 866; inverse: 0.12 %
rho0*lambda, inputs: 6.80e-16 ohm m^2
rho0*lambda, free electrons: 6.57e-16 ohm m^2
leading coefficient, sphere on grid: 0.3754
leading coefficient, fcc band [001]: 0.224
leading coefficient, fcc band [111]: 0.545
```
